# Majorana Zero-Bias Conductance and the Role of the Coupling Strength, part 2

A normal lead with one spin-polarized channel of non-interacting electrons ends on a grounded superconductor. There it meets a Majorana operator $\gamma=\gamma^\dagger$, $\gamma^2=1$, through $H_T=\lambda[\psi^\dagger(0)\gamma+\gamma\psi(0)]$, where $\psi$ is the lead field. For an isolated mode at $T=0$, the zero-bias conductance is $2e^2/h$ for any $\lambda\neq0$. The question now is how temperature, a second Majorana mode and a second outlet change this.

Energies $E$ are measured from the superconductor's chemical potential, and $i\hbar\,dA/dt=[A,H]$. The lead has velocity $v$ and density of states $\rho=1/(2\pi\hbar v)$ per energy and length. The coupling sets the width

$$\Gamma=\frac{2\lambda^2}{\hbar v}=4\pi\rho\lambda^2.\tag{7}$$

The incoming and outgoing amplitudes are $a(E)$ and $b(E)=s_{ee}a(E)+s_{eh}a^\dagger(-E)$, and $\gamma_E$ is the part of $\gamma$ at energy $E$. They obey

$$E\gamma_E=2\lambda\left[a(E)-a^\dagger(-E)\right]-i\Gamma\gamma_E,\qquad \Gamma=4\pi\rho\lambda^2,\tag{13}$$

$$b(E)=a(E)-\frac{i\lambda}{\hbar v}\gamma_E,\qquad R(E)=\frac{\Gamma^2}{E^2+\Gamma^2},\tag{14}$$

where $R=|s_{eh}|^2$ is the probability that an electron returns as a hole (Andreev reflection). With $e>0$, a bias $V$ raises the lead energies by $eV$, and the current into the contact is

$$I=\frac eh\int dE\,R(E)\left[f(E-eV)-f(E+eV)\right],\tag{15}$$

with $f(E)=1/(e^{E/k_BT}+1)$. At $T=0$ the conductance $G=dI/dV$ is $(2e^2/h)R(eV)$.

The formulas are tested on the Kitaev chain of Entry 6, by matching electron and hole waves. It has hopping $t=200$, pairing $\Delta=50$ and chemical potential $\mu=100$ µeV on 80 sites (the "long chain"), with a bulk gap of 96.6 µeV. A hopping $w$ joins its first site to a normal lattice lead with hopping $t_L=10^4$ µeV. The end mode has weight $\alpha_1^2=0.600$ on that site, so (7) becomes $\Gamma=w^2\alpha_1^2/t_L$.

### Entry 7. Nonzero temperature

Differentiate (15) with respect to $V$ at $V=0$. Each Fermi function contributes $-ef'(E)$, so

$$G(0,T)=\frac{2e^2}{h}\,h_T(\Gamma),\qquad h_T(\Gamma)=\int dE\,\frac{\Gamma^2}{E^2+\Gamma^2}\left[-f'(E)\right].\tag{16}$$

The weight $-f'$ has unit area and a width of a few $k_BT$. The measured height is therefore an average of the resonance over thermal energies.

To find the integral, write the Lorentzian as

$$\frac{\Gamma^2}{E^2+\Gamma^2}=\Gamma\int_0^\infty ds\,e^{-\Gamma s}\cos(Es).$$

The energy integral that remains is $J(s)=\int dE\,e^{iEs}[-f'(E)]$. Its imaginary part vanishes because $f'$ is even. For $s>0$ the contour is closed in the upper half plane, where $f$ has poles at $E_n=i(2n+1)\pi k_BT$ with $n=0,1,2,\dots$. Near a pole, $f\simeq-k_BT/(E-E_n)$, so $-f'\simeq-k_BT/(E-E_n)^2$. The residue of $e^{iEs}[-f']$ is then $-ik_BT\,s\,e^{iE_ns}$, and

$$J(s)=2\pi k_BT\,s\sum_{n=0}^\infty e^{-(2n+1)\pi k_BTs}.$$

The integral over $s$ uses $\int_0^\infty s\,e^{-cs}ds=1/c^2$:

$$h_T(\Gamma)=2\pi k_BT\,\Gamma\sum_{n=0}^\infty\frac{1}{[\Gamma+(2n+1)\pi k_BT]^2}.$$

Taking $(2\pi k_BT)^2$ out of each denominator gives

$$h_T(\Gamma)=x\sum_{n=0}^\infty\frac{1}{(n+\tfrac12+x)^2}=x\,\psi_1(\tfrac12+x),\qquad x=\frac{\Gamma}{2\pi k_BT},\tag{17}$$

where $\psi_1$ is the trigamma function, defined by this sum.

Two limits follow.

- For $\Gamma\gg k_BT$, expand $R\simeq1-E^2/\Gamma^2$ in (16). The thermal mean of $E^2$ with weight $-f'$ is $\pi^2(k_BT)^2/3$, so $h_T\simeq1-\tfrac{\pi^2}{3}(k_BT/\Gamma)^2$.
- For $\Gamma\ll k_BT$, the sum becomes $\sum(n+\tfrac12)^{-2}=\pi^2/2$, and $h_T\simeq\pi\Gamma/(4k_BT)$.

In the second limit the coupling sets the height. It no longer sets the width. To see this, use the evenness of $R$ to write the conductance at finite bias as

$$G(V,T)=\frac{2e^2}{h}\int dE\,R(E)\left[-f'(E-eV)\right].$$

A narrow $R$ has area $\pi\Gamma$ and acts as $\pi\Gamma\,\delta(E)$. With $-f'(E)=1/[4k_BT\cosh^2(E/2k_BT)]$,

$$G(V,T)\simeq\frac{2e^2}{h}\,\frac{\pi\Gamma}{4k_BT}\,\frac{1}{\cosh^2(eV/2k_BT)} .$$

The line shape depends on $T$, and $\Gamma$ enters as a factor. Half of the maximum is reached at $\cosh^2(eV/2k_BT)=2$, or $eV\simeq1.76\,k_BT$. The claim that coupling sets the width and not the height therefore belongs to the regime $k_BT\ll\Gamma$.

At 30 mK, $k_BT=2.585$ µeV. Equation (17) gives heights of 0.058, 0.421, 0.954 and 0.994, in units of $2e^2/h$, for $\Gamma=0.2$, 2, 20 and 60 µeV. At zero temperature all four contacts would reach 1. These heights were tested against the slope of the current (15), found by numerical integration at a bias of 0.01 µV. The two agree to better than one part in $10^4$.

### Entry 8. A second Majorana mode

Majorana modes come in pairs. Let $\gamma'$ be the partner, with $\gamma'^2=1$, no coupling to the lead, and a weak link to $\gamma$:

$$H_M=\frac i2E_M\gamma\gamma' .$$

The required commutators are

$$[\gamma,\gamma\gamma']=\gamma'-\gamma\gamma'\gamma=2\gamma',\qquad [\gamma',\gamma\gamma']=\gamma'\gamma\gamma'-\gamma=-2\gamma .$$

The equation for $\gamma$ thus gains the term $iE_M\gamma'$, and the partner obeys $E\gamma'_E=-iE_M\gamma_E$. Without a lead, substitution of one into the other gives $E^2=E_M^2$, so $E_M$ is the excitation energy of the pair.

With the lead present, insert $\gamma'_E=-iE_M\gamma_E/E$. The new term becomes $(E_M^2/E)\gamma_E$. Moving it to the left of (13) replaces $E$ by

$$D(E)=E-\frac{E_M^2}{E},\tag{18}$$

and therefore

$$R(E)=\frac{\Gamma^2}{D(E)^2+\Gamma^2}.\tag{19}$$

Full Andreev reflection now occurs at $E=\pm E_M$, where $D=0$. At $E\to0$, $D$ diverges and $R$ vanishes. The equation of motion shows why: at zero energy, a steady $\gamma'$ requires $\gamma_E=0$. The mode next to the lead is held still, and (14) gives $b=a$. However small $E_M$ may be, the zero-temperature conductance at zero bias is then 0 and not $2e^2/h$, provided that $\gamma'$ has no outlet of its own.

For $E_M\ll\Gamma$ the loss is confined to a narrow dip. Near zero, $D\simeq-E_M^2/E$, and

$$R\simeq\frac{E^2}{E^2+\kappa^2},\qquad \kappa=\frac{E_M^2}{\Gamma}.$$

The half width of the dip is $\kappa$, so in this model a stronger coupling makes the dip narrower. On a chain, with $E_M$ taken from the separate chain, this estimate can fail sooner than the width formula (7). With the parameters of Entry 6 and $\Gamma=20$ µeV, a chain of 20 sites has a dip of half width 0.022 µeV against $\kappa=0.021$ µeV. A chain of 18 sites has 0.011 µeV against 0.0075 µeV, and its dip does not narrow further at $\Gamma=40$ µeV.

Equation (19) was tested on a chain of 20 sites, otherwise equal to that of Entry 6, with $\Gamma=2$ µeV. The separate chain has $E_M=0.655$ µeV. At a quarter of $E_M$, wave matching gives $R=0.398$ and (19) gives 0.399. At $E=E_M$ both give 1.000 to three decimals. At $E=10^{-6}$ µeV the computed $R$ is $2.2\times10^{-11}$, which confirms the dip.

Temperature can hide the dip. The thermal average has a closed form. The denominator of $R$, after multiplication by $E^2$, is

$$(E^2-E_M^2)^2+\Gamma^2E^2=(E^2+\kappa_1^2)(E^2+\kappa_2^2),$$

with $\kappa_1+\kappa_2=\Gamma$ and $\kappa_1\kappa_2=E_M^2$. Comparing powers of $E$ confirms this, since $\kappa_1^2+\kappa_2^2=\Gamma^2-2E_M^2$. For $\Gamma>2E_M$ both numbers are real and positive. Partial fractions give

$$R=\frac{\Gamma^2}{\kappa_1^2-\kappa_2^2}\left[\frac{\kappa_1^2}{E^2+\kappa_1^2}-\frac{\kappa_2^2}{E^2+\kappa_2^2}\right].$$

Because $\kappa_1^2-\kappa_2^2=\Gamma(\kappa_1-\kappa_2)$, the average over $-f'$ is

$$\frac{G(0,T)}{2e^2/h}=\frac{\Gamma}{\kappa_1-\kappa_2}\left[h_T(\kappa_1)-h_T(\kappa_2)\right].\tag{20}$$

The second term is the dip. It is small while $k_BT\gg\kappa_2$. When $T\to0$, both $h_T$ tend to 1 and the conductance vanishes. On cooling, the conductance of a slightly split mode thus first approaches $2e^2/h$ and then falls away from it. For $\kappa_2\ll k_BT\ll\Gamma$, the loss from the dip is about $\pi\kappa_2/(4k_BT)$. At $k_BT=\kappa_2\simeq E_M^2/\Gamma$, (17) gives $h_T(\kappa_2)\simeq0.50$, so about half of the conductance is lost.

### Entry 9. A second outlet

Suppose that $\gamma$ can also decay into a second normal channel, held at the potential of the superconductor. This may stand for unpaired states in the device. Let its width be $\Gamma_2$, defined in the same way as $\Gamma$. Its own jump at the contact adds $-i\Gamma_2\gamma_E$ to (13). With $\Gamma_t=\Gamma+\Gamma_2$, the part of $\gamma_E$ driven by the first lead is

$$\gamma_E=\frac{2\lambda}{D+i\Gamma_t}\left[a(E)-a^\dagger(-E)\right].$$

The return amplitudes follow from (14):

$$s_{ee}=1-\frac{i\Gamma}{D+i\Gamma_t},\qquad s_{eh}=\frac{i\Gamma}{D+i\Gamma_t}.$$

They no longer conserve probability by themselves, because some electrons leave by the second outlet. Equation (15) must be replaced by a count that keeps both amplitudes. Electrons from the first lead arrive with $f(E-eV)$, and $|s_{ee}|^2f(E-eV)+|s_{eh}|^2f(E+eV)$ return. The contribution from the grounded channel does not depend on $V$. At $T=0$ the derivative is

$$G(V)=\frac{e^2}{h}\left[1-|s_{ee}|^2+|s_{eh}|^2\right]_{E=eV},$$

where the evenness of $|s_{eh}|^2$ has been used. Put $z=i\Gamma/(D+i\Gamma_t)$. Then $|s_{ee}|^2=1-2\,{\rm Re}\,z+|z|^2$ and $|s_{eh}|^2=|z|^2$. The squares cancel, and the bracket is

$$2\,{\rm Re}\,z=\frac{2\Gamma\Gamma_t}{D^2+\Gamma_t^2}.$$

Therefore

$$G(V)=\frac{2e^2}{h}\,\frac{\Gamma\Gamma_t}{D(eV)^2+\Gamma_t^2}.\tag{21}$$

For $\Gamma_2=0$ this returns (19). For an unsplit mode at zero bias it gives $(2e^2/h)\,\Gamma/\Gamma_t$. The coupling now affects the height even at $T=0$, through its ratio to the leakage. The partner has been given no outlet here. If it has a grounded one of width $\Gamma'$, it obeys $(E+i\Gamma')\gamma'_E=-iE_M\gamma_E$, so $D$ becomes $E-E_M^2/(E+i\Gamma')$ and no longer diverges at $E=0$. The zero-bias value at $T=0$ is then $(2e^2/h)\,\Gamma/(\Gamma_t+E_M^2/\Gamma')$, and the dip of Entry 8 is partly filled.

A test used the long chain with a second lead on its third site, $\Gamma=0.4$ µeV and $\Gamma_2=0.1$ µeV. At zero bias, the computed conductance and (21) are both 0.800 in units of $2e^2/h$. At $eV=0.3$ µeV they are 0.589 and 0.588.

If both channels belong to the same biased lead, the outcome differs. With amplitudes $a_1$ and $a_2$ normalized to unit flux, $\gamma$ meets the single combination $(\sqrt{\Gamma}\,a_1+\sqrt{\Gamma_2}\,a_2)/\sqrt{\Gamma_t}$. The orthogonal combination passes by. The one-channel result applies to the first with width $\Gamma_t$, and the total is again $2e^2/h$. The chain gives 1.0000 in these units. "One normal channel" can thus be read as one effective channel, provided that the other combinations contribute no Andreev reflection of their own through states above the gap.

### Entry 10. Numbers for one contact

Take $\Gamma=20$ µeV, a temperature of 30 mK, a splitting $E_M=1$ µeV and a leakage width $\Gamma_2=0.5$ µeV.

For the ideal mode at $T=0$ the peak is $2e^2/h=77.48$ µS, equivalent to 12.91 kΩ. Its full width at half maximum is $2\Gamma/e=40$ µV. At $eV=\Gamma$ the current is

$$I=77.48\ \text{µS}\times20\ \text{µV}\times\arctan1=1.217\ \text{nA}.$$

The departures from the ideal height are as follows.

**Temperature.** Equation (17) gives 0.954, a loss of 4.6 %. The leading estimate $\tfrac{\pi^2}{3}(2.585/20)^2$ is 5.5 %, so higher terms are noticeable here.

**Splitting.** The dip has half width $1^2/20=0.05$ µeV, far below $k_BT$. In (20), $h_T(\kappa_2)$ is about $\pi\times0.05/(4\times2.585)=0.015$. The prefactor $\Gamma/(\kappa_1-\kappa_2)$ is about 1.005 and restores 0.005. The net loss is about 0.010. The full thermal average gives 1.05 % of $2e^2/h$.

**Leakage.** At $T=0$ the loss is $0.5/20.5=2.4$ %.

**Bias offset.** An error of 2 µV in the zero of the bias costs $2^2/(2^2+20^2)=1.0$ % at $T=0$.

With temperature, splitting and leakage together, and no bias offset, the height is $0.922\times2e^2/h=71.5$ µS. Multiplying the separate results gives $(0.9539-0.0105)\times0.9756=0.9204$, against 0.9224 from the full average. The difference arises because leakage widens the resonance to 20.5 µeV. In the leading estimate the thermal loss varies as the inverse square of the width, so it falls from 4.6 % to about 4.4 %.

In the chain of Entry 6 the half width at this $\Gamma$ is 2.8 % larger than (7). Nearly all of this comes from states above the gap, and about 0.1 % from the finite band of the lead. These states do not change the zero-temperature height. At 30 mK the chain gives 0.955 instead of 0.954, so the third digit of the heights above depends on the model.

For a single-channel contact of this kind with $\Gamma$ well below the gap, the height lies near $2e^2/h$ when four conditions hold together:

$$k_BT\ll\Gamma,\qquad E_M^2/\Gamma\ll k_BT,\qquad \Gamma_2\ll\Gamma,\qquad e|V|\ll\Gamma .$$

Raising $\Gamma$ at fixed $T$, $E_M$ and $\Gamma_2$ helps with all four while $\Gamma$ stays well below the gap. Beyond that range the Lorentzian width formula fails, and a stronger tunnel coupling need not widen the peak any further.

### Entry 11. Beside a real nanowire

The scale of the example is that of an InAs or InSb nanowire with an aluminium shell. The gap of aluminium is roughly 0.2 meV, and electron temperatures of some tens of millikelvin are reached in dilution refrigerators. A topological gap near 100 µeV is an optimistic choice. With a gap of a few tens of µeV, $\Gamma=20$ µeV would no longer be small beside it, and the width formula could not be trusted. The chain stands in for the wire and does not describe its subbands, disorder or electrostatics.

Isolation is an assumption that real devices can break. A finite wire splits its end modes, and disorder or a smooth potential can produce ordinary bound states near zero energy. For the present contact, a splitting of 1 µeV moves the height by about 1 % at 30 mK, although at zero temperature it would cut a dip of half width about 0.05 µeV into the peak. The dip reaches zero at $V=0$ only if the partner mode has no outlet. With a leakage width of 0.5 µeV on the partner as well, the zero-bias height at $T=0$ is $20/(20.5+2)=0.89$. Equation (19) contains no distance between $\gamma$ and $\gamma'$. A local bound state whose second Majorana component happens to be uncoupled from the lead gives the same conductance as a well-separated pair with the same $E_M$ and $\Gamma$. A weak residual coupling of that component changes the height little if the width it produces is far below $k_BT$. A larger one can lower the height strongly, depending on its phase relative to the main coupling. A height near $2e^2/h$ therefore does not by itself establish that the modes sit at opposite ends. Charging of a superconductor that is not well grounded, and interactions in the lead, are outside this calculation and have not been sized.

The numerical output below lists the values used in these entries.

## Calculated quantities

```
2e^2/h = 77.481 uS; resistance h/2e^2 = 12.906 kOhm
Chain: hopping 200, pairing 50, chem. potential 100 ueV
Chain length 80 sites; lead hopping 10000 ueV
Bulk gap of the chain = 96.61 ueV
End-mode weight on first site = 0.6000
Splitting of the long chain = 1.4e-07 ueV
Lead-end density of states = 3.1831e-05 per ueV (finite lead 3.1514e-05)
Energy standing for zero bias = 1e-04 ueV
Barrier scan on the lattice, zero temperature:
 Gamma   0.2 ueV: hopping   57.74 ueV, G(0)/(2e^2/h) 1.000000, half width 0.2000 ueV
 Gamma   2.0 ueV: hopping  182.57 ueV, G(0)/(2e^2/h) 1.000000, half width 2.0007 ueV
 Gamma  20.0 ueV: hopping  577.35 ueV, G(0)/(2e^2/h) 1.000000, half width 20.5687 ueV
 Gamma  60.0 ueV: hopping 1000.00 ueV, G(0)/(2e^2/h) 1.000000, half width not evaluated
Trivial chain, same contact as Gamma = 20: G(0)/(2e^2/h) = 7.8e-17
Integral of R to eV = Gamma = 2 ueV: lattice 1.5710, formula 1.5708 ueV
Short chain 20 sites, Gamma = 2 ueV: E_M = 0.6549 ueV
 E/E_M = 0.25: R lattice 0.3984, formula 0.3987
 E/E_M = 0.50: R lattice 0.8053, formula 0.8056
 E/E_M = 1.00: R lattice 0.9999, formula 1.0000
 E/E_M = 3.00: R lattice 0.5675, formula 0.5674
 R at E = 1e-6 ueV: 2.2e-11
Second outlet, widths 0.4 and 0.1 ueV, G/(2e^2/h):
 eV = 0.0001 ueV: lattice 0.8000, formula 0.8000
 eV = 0.3000 ueV: lattice 0.5888, formula 0.5882
 both channels at the same bias, total G(0)/(2e^2/h) = 1.0000
Temperature 30 mK: kT = 2.5852 ueV
 Gamma   0.2 ueV: G(0,T)/(2e^2/h) = 0.0583
 Gamma   2.0 ueV: G(0,T)/(2e^2/h) = 0.4208
 Gamma  20.0 ueV: G(0,T)/(2e^2/h) = 0.9539
 Gamma  60.0 ueV: G(0,T)/(2e^2/h) = 0.9940
Example: Gamma = 20 ueV, full width in bias 40 uV
 current at eV = Gamma, T = 0: 1.2171 nA
 loss by temperature alone: 4.61 %
 extra loss by E_M = 1.0 ueV at this temperature: 1.05 % of 2e^2/h
 half width of the T = 0 dip, E_M^2/Gamma: 0.050 ueV
 loss by leakage 0.5 ueV at T = 0: 2.44 %
 loss by bias offset 2 uV at T = 0: 0.99 %
 half-width shift by states above the gap: +2.84 %
 G(0) with temperature, splitting and leakage: 0.9224 x 2e^2/h = 71.47 uS
```
